\section*{Three-body recombination in afterglows: the capture radius and the Te^(-9/2) law, part 1}

(Sections cited here and not found follow in the second part.)

\section{The law from the capture radius}

\subsection{Definitions and conventions}

Atomic units are used in the algebra: the electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ are all one. The electron temperature $T_e$ is measured as an energy and written $T$. The free electrons have number density $n$ and a Maxwellian velocity distribution. The ion is a point of charge $Z$, at rest at the origin. An electron at distance $r$ from it with speed $v$ has the energy
\begin{equation}
E=\frac{v^2}{2}-\frac{Z}{r},
\end{equation}
so that $E>0$ means free and $E<0$ means bound.

Three-body recombination is the process in which two electrons meet near an ion, one becomes bound, and the other carries away the released energy. Its rate per ion, $\nu$, defines the coefficient $K$:
\begin{equation}
\nu=K n^2 .
\end{equation}
The two powers of $n$ count the two electrons. The result to be derived is
\begin{equation}
K=C\,Z^3\,T^{-9/2},
\label{eq:law}
\end{equation}
where $C$ is a pure number. It holds for classical electrons in a weakly coupled plasma, a condition made quantitative below.

A second electron is needed because one electron moving in the field of a fixed ion conserves $E$. If it arrives with $E>0$, it leaves with $E>0$. Emission of a photon could also remove the energy; that channel is left out here and sized later for the worked example.

\subsection{The capture radius}

Suppose that an encounter leaves an electron bound by at least the mean thermal kinetic energy $3T/2$. Its energy after the encounter, $E'=v'^2/2-Z/r$, then satisfies $E'\le-3T/2$. Since $v'^2/2\ge0$, this requires
\begin{equation}
\frac{Z}{r}\ge\frac{3T}{2}
\qquad\Longrightarrow\qquad
r\le r_c=\frac{2Z}{3T}.
\label{eq:rc}
\end{equation}
This is the classical Coulomb capture radius. Outside it, the attraction of the ion is too weak to hold an electron with that binding, whatever the second electron does. The binding $3T/2$ is a choice. A binding $\beta T$ would give the radius $Z/(\beta T)$, which has the same dependence on $T$. The choice therefore affects the number $C$ and leaves the power of $T$ alone.

With uniform density, the mean number of electrons inside the capture sphere is
\begin{equation}
N_c=n\,\frac{4\pi}{3}r_c^3=n\,\frac{4\pi}{3}\left(\frac{2Z}{3T}\right)^3 .
\label{eq:nc}
\end{equation}
When $N_c\ll1$, this is also the probability of finding one electron there.

\subsection{The encounter that removes the energy}

The electron inside the sphere must lose an energy of order $T$ to a second electron. The length that governs this encounter is the separation at which the mutual repulsion equals $3T/2$:
\begin{equation}
\frac{1}{r_{ee}}=\frac{3T}{2}
\qquad\Longrightarrow\qquad r_{ee}=\frac{2}{3T}.
\end{equation}
It contains no $Z$, because it belongs to the two electrons.

That an encounter with impact parameter $r_{ee}$ does exchange an energy of order $T$ follows from Rutherford scattering. For relative speed $g$ and reduced mass $1/2$, the deflection angle $\theta$ at impact parameter $b$ obeys $\tan(\theta/2)=2/(g^2b)$. Each electron has $\langle v^2\rangle=3T$, so two independent electrons have $\langle g^2\rangle=6T$. Setting $g^2=6T$ and $b=r_{ee}$ gives
\begin{equation}
\tan\frac{\theta}{2}=\frac{2}{6T}\,\frac{3T}{2}=\frac12 ,
\qquad \sin\frac{\theta}{2}=\frac{1}{\sqrt5}.
\end{equation}
The relative velocity turns without changing its length, so its change has magnitude $2g\sin(\theta/2)$. Each electron takes half of this, and its velocity changes by
\begin{equation}
g\sin\frac{\theta}{2}=\sqrt{\frac{6T}{5}} .
\end{equation}
A velocity change comparable with the thermal speed $\sqrt T$ changes the energy by an amount of order $T$, as needed.

The mean relative speed is found as follows. The difference of two Maxwellian velocities is Gaussian, with variance $s^2=2T$ in each component. Its mean magnitude is
\begin{equation}
v_{\rm rel}=\int_0^\infty g\,\frac{4\pi g^2e^{-g^2/(2s^2)}}{(2\pi s^2)^{3/2}}\,dg
=\frac{4\pi\,(2s^4)}{(2\pi s^2)^{3/2}}
=s\sqrt{\frac{8}{\pi}}
=4\sqrt{\frac{T}{\pi}},
\end{equation}
where $\int_0^\infty g^3e^{-g^2/(2s^2)}dg=2s^4$ was used. An electron therefore has encounters with impact parameter below $r_{ee}$ at the rate $n\pi r_{ee}^2v_{\rm rel}$. Because the electrons repel, they stay farther apart than the impact parameter; the rate of actually coming within $r_{ee}$ is smaller by $e^{-3/2}\simeq0.22$.

\subsection{The product}

The recombination rate per ion is estimated as the probability that an electron is in the sphere, multiplied by the rate at which it has a sufficiently close encounter:
\begin{align}
\nu&\simeq
\left(n\frac{4\pi}{3}r_c^3\right)\left(n\pi r_{ee}^2v_{\rm rel}\right)\nonumber\\
&=n^2\,\frac{4\pi}{3}\,\frac{8Z^3}{27T^3}\;\pi\,\frac{4}{9T^2}\;4\sqrt{\frac{T}{\pi}} .
\end{align}
The powers of temperature are $-3$ from the volume, $-2$ from the cross-section and $+1/2$ from the speed. Their sum is $-9/2$. Collecting the numbers gives
\begin{equation}
K\simeq C_sZ^3T^{-9/2},
\qquad
C_s=\frac{512\,\pi^{3/2}}{729}\simeq3.9 .
\label{eq:cs}
\end{equation}

In ordinary units, each of the five lengths carries one factor $e^2/(4\pi\varepsilon_0)$, and the speed carries $m_e^{-1/2}$:
\begin{equation}
K=C\,Z^3\left(\frac{e^2}{4\pi\varepsilon_0}\right)^5 m_e^{-1/2}\,T^{-9/2}.
\end{equation}
Planck's constant has dropped out, as it must in a classical result.

The number $C_s$ is an estimate. The steps leave out the acceleration of the electrons by the ion, treat every encounter with impact parameter below $r_{ee}$ as a success, and ignore later re-ionization. The omissions change $C_s$ by pure numbers that need not be close to one: the single-jump calculation in the next section, for the same binding, gives a constant about eight times smaller. None of them introduces a new length or energy, which is why the power can be trusted further than the number.

\subsection{The weakly coupled assumption}

Let $a$ be the radius of the sphere that contains one electron on average, and let $\Gamma$ be the repulsion at that distance divided by the temperature:
\begin{equation}
\frac{4\pi}{3}na^3=1,\qquad \Gamma=\frac{1}{aT}.
\end{equation}
Weak coupling means $\Gamma\ll1$. Equation (\ref{eq:nc}) becomes
\begin{equation}
N_c=\left(\frac{r_c}{a}\right)^3=\left(\frac{2Z\Gamma}{3}\right)^3 .
\end{equation}
For moderate $Z$, the capture sphere is then almost always empty, seldom holds one electron and very seldom two. This justifies keeping just one electron in the sphere and one partner, and hence the factor $n^2$.

The second use of weak coupling concerns screening. The electron Debye length is $\lambda_D=\sqrt{T/(4\pi n)}$. From the definition of $a$, $4\pi n=3/a^3$, so $\lambda_D^2=Ta^3/3$ and
\begin{equation}
\frac{r_c}{\lambda_D}=\frac{2Z}{3T}\sqrt{\frac{3}{Ta^3}}
=\frac{2Z}{\sqrt3}\,\Gamma^{3/2}.
\end{equation}
For $\Gamma\ll1$ the plasma does not noticeably screen the ion inside the capture sphere, and the bare Coulomb force may be used.

The third use concerns time. With the plasma frequency $\omega_p=\sqrt{4\pi n}$ and $n=3\Gamma^3T^3/(4\pi)$, the law for $Z=1$ gives
\begin{equation}
\frac{\nu}{\omega_p}=\frac{C\,n^{3/2}}{\sqrt{4\pi}\,T^{9/2}}
=\frac{C}{\sqrt{4\pi}}\left(\frac{3}{4\pi}\right)^{3/2}\Gamma^{9/2}.
\end{equation}
Recombination is slow on the scale of the collective motion as long as $\Gamma$ is small. The divergence of $K$ for $T\to0$ at fixed density is thus outside the range of the law, because $\Gamma\propto n^{1/3}/T$ grows at the same time.

There is a limit on the hot side too. The reduced thermal wavelength is $1/\sqrt T$, and
\begin{equation}
\frac{1/\sqrt T}{r_c}=\frac{3\sqrt T}{2Z}.
\end{equation}
The classical picture needs this ratio to be small. For $Z>1$ the electron-electron encounter sets the stricter condition, since its length $r_{ee}$ contains no $Z$: the ratio $3\sqrt T/2$ must be small as well. The law therefore applies between a lower temperature set by coupling and an upper one set by quantum mechanics.

\subsection{Why the power outlives the estimate}

The equations of motion of two electrons near the ion are
\begin{equation}
\ddot{\mathbf r}_1=-\frac{Z\mathbf r_1}{r_1^3}+\frac{\mathbf r_1-\mathbf r_2}{|\mathbf r_1-\mathbf r_2|^3},
\end{equation}
and the same with 1 and 2 exchanged. Put $\mathbf r=\boldsymbol\rho/T$ and $t=\tau T^{-3/2}$. The acceleration becomes $T^{-1}T^{3}\,d^2\boldsymbol\rho/d\tau^2$, which is proportional to $T^2$. Each force is an inverse square of a length and is also proportional to $T^2$. The temperature cancels. Velocities scale as $T^{-1}T^{3/2}=T^{1/2}$ and energies as $T$, so the Maxwellian weight, a function of energy divided by $T$, contains no temperature in the new variables.

The coefficient $K$ is an integral over the positions of both electrons of a number of captures per unit time, weighted with the normalized velocity distributions. The positions give $(T^{-3})^2$, and the inverse time gives $T^{3/2}$. Hence, if capture is defined by a binding $\beta T$ with fixed $\beta$ and the integral converges,
\begin{equation}
K\propto T^{-6}\,T^{3/2}=T^{-9/2}.
\end{equation}
This argument covers the full classical three-body motion. It holds at fixed $Z$, and it does not determine the dependence on $Z$.

A Debye length spoils the argument, since at fixed density it varies as $T^{1/2}$ and not as $T^{-1}$. This was tested by integrating one motion at 0.1 eV and at 0.4 eV, with $Z=1$ and the same starting values in scaled variables, for the scaled time $\tau=2$. With bare Coulomb forces, the final scaled positions differed by less than $10^{-12}$. With all forces screened at the density of the example below, the difference was $3\times10^{-5}$. At a fixed density for which $\lambda_D=1/T$ at the lower temperature, it was 0.38.

\subsection{A worked example}

Take singly charged copper ions in the late afterglow of a pulsed sputtering discharge, with the round values $n=10^{12}$ cm$^{-3}$ and $T=0.1$ eV. The capture radius is 96 \AA, the radius $a$ is 6204 \AA\ and the Debye length is 23508 \AA. Therefore
\begin{equation}
\Gamma=\frac32\,\frac{r_c}{a}=1.5\times\frac{96.0}{6204}=0.023,
\qquad N_c=\left(\frac{96.0}{6204}\right)^3=3.7\times10^{-6},
\end{equation}
and $r_c/\lambda_D=0.004$. The plasma is weakly coupled by all three measures. Equation (\ref{eq:cs}) gives $K\simeq3.2\times10^{-22}$ cm$^6$/s, so
\begin{equation}
\nu=Kn^2\simeq3.2\times10^{-22}\times10^{24}\ {\rm s}^{-1}\simeq320\ {\rm s}^{-1}.
\end{equation}
At the same density, halving $T$ multiplies this rate by $2^{9/2}\simeq23$ and gives about 7300 s$^{-1}$ at 0.05 eV. Doubling $T$ gives about 14 s$^{-1}$ at 0.2 eV.

If recombination were the sole loss and $T$ stayed fixed, equal electron and ion densities would obey $dn/dt=-Kn^3$. Dividing by $n^3$ and integrating from the initial density $n_0$ gives
\begin{equation}
\frac{1}{n^2}-\frac{1}{n_0^2}=2Kt
\qquad\Longrightarrow\qquad
n=\frac{n_0}{\sqrt{1+2Kn_0^2t}} .
\end{equation}
The density halves when $1+2Kn_0^2t=4$, that is after $t=3/(2Kn_0^2)\simeq4.7$ ms.

\section{The law from electron collisions in the ion field}

\subsection{Symbols and results carried over}

As before, $T$ is the electron temperature as an energy, $n$ the electron density, $Z$ the ion charge and $E=v^2/2-Z/r$ the energy of one electron, in atomic units. The rate per ion is $Kn^2$. The capture radius is $r_c=2Z/(3T)$, and the capture-sphere estimate is $K\simeq C_sZ^3T^{-9/2}$ with $C_s\simeq3.9$. Weak coupling means $\Gamma=1/(aT)\ll1$, where $a$ is the radius of the sphere holding one electron on average.

The derivation below does not put in a capture radius or an encounter radius. It starts from the distribution of electrons around the ion and from the Rutherford cross-section. Its main assumption is that an encounter between two electrons is impulsive: it changes their velocities at a fixed place, and the ion's force does not act during it. The second electron is taken from a uniform Maxwellian gas of density $n$.

\subsection{Electrons around the ion}

Every orbit with $E>0$ in the attractive Coulomb field comes from infinity, where the distribution is Maxwellian. The phase-space density is constant along an orbit, and so is $E$. Near the ion the free electrons therefore have
\begin{equation}
f(\mathbf r,\mathbf v)=\frac{n}{(2\pi T)^{3/2}}\,e^{-E/T},\qquad E>0 .
\label{eq:f}
\end{equation}
The attraction gathers electrons: averaged over the capture sphere, their density is 1.99 times $n$. The sphere estimate left this factor out.

For bound electrons the same expression is used as the equilibrium reference. It enters when re-ionization is treated.

\subsection{The rate of velocity changes}

Let the first electron have velocity $\mathbf v$ and the second $\mathbf v_2$, with $\mathbf g=\mathbf v-\mathbf v_2$. An encounter changes $\mathbf v$ to $\mathbf v+\mathbf q$ and, by momentum conservation, $\mathbf v_2$ to $\mathbf v_2-\mathbf q$. The new relative velocity is $\mathbf g'=\mathbf g+2\mathbf q$. For reduced mass $1/2$ the Rutherford cross-section is
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{1}{g^4\sin^4(\theta/2)}=\frac{1}{q^4},
\end{equation}
because $q=\tfrac12|\mathbf g'-\mathbf g|=g\sin(\theta/2)$.

The solid angle is now expressed through $\mathbf q$. Integrating over the length of $\mathbf g'$ with a delta function that fixes $g'=g$ gives
\begin{equation}
g\,d\Omega=\int_{g'} d^3g'\;\delta\!\left(\frac{g'^2-g^2}{2}\right).
\end{equation}
Here $d^3g'=8\,d^3q$ and $(g'^2-g^2)/2=2(\mathbf g\cdot\mathbf q+q^2)$. Since $\delta(2y)=\delta(y)/2$, the rate factor is
\begin{equation}
g\,d\sigma=\frac{4}{q^4}\,\delta(\mathbf g\cdot\mathbf q+q^2)\,d^3q .
\end{equation}

Let $v_\parallel=\mathbf v\cdot\mathbf q/q$, and likewise for $\mathbf v_2$. The delta function equals $q^{-1}\delta(v_\parallel+q-v_{2\parallel})$. Averaging over the Maxwellian $\mathbf v_2$ replaces it by the one-dimensional Gaussian at $v_{2\parallel}=v_\parallel+q$. The rate of velocity changes per unit $d^3q$ is
\begin{equation}
W=\frac{4n}{q^5\sqrt{2\pi T}}\,
\exp\!\left[-\frac{(v_\parallel+q)^2}{2T}\right].
\label{eq:w}
\end{equation}

The capture-sphere estimate gives $K\simeq C_sZ^3T^{-9/2}$ with $C_s\simeq3.9$, and a second derivation, from electron collisions in the ion field, has reached the rate of velocity changes $W$. It remains to turn $W$ into a rate of energy jumps, to compute the constant with re-ionization included, and to compare the worked example with a real afterglow.
